# Lattice-constant errors and the bulk modulus of cubic crystals: test program

```python
"""Tests of dB/B0 = -3 B' x for a relative lattice-constant change x.
P, B: finite differences of E(V).  B', B'': invert P(V), difference B in P.
Tested: d lnB/d lnV = -B'; first and second order in x on three equations of
state; the slope -3(B'+m) for a biased energy E+dE with m = V dE''/dE';
B' = n+k+2 for two power laws; a simple model of a Cs-like metal.  SI units."""
import numpy as np
import sympy as sp
from mpmath import mp, mpf
from scipy import constants as sc
from scipy.integrate import quad
from pyscf.dft import libxc

mp.dps = 60
H = mpf(10)**-10          # relative finite-difference step in V
third = mpf(1)/3

def pressure(E, V):
    h = H*V
    return -(E(V + h) - E(V - h))/(2*h)

def bulk(E, V):
    h = H*V
    return V*(E(V + h) - 2*E(V) + E(V - h))/h**2

def volume_at(E, p, Vg):
    """Secant solution of P(V) = p near the guess Vg."""
    u, w = mpf(1), mpf('0.995')
    fu, fw = pressure(E, u*Vg) - p, pressure(E, w*Vg) - p
    for _ in range(60):
        u, w, fu = w, w - fw*(w - u)/(fw - fu), fw
        fw = pressure(E, w*Vg) - p
        if abs(w - u) < mpf(10)**-32:
            return w*Vg
    raise RuntimeError("no convergence")

def moduli(E, Vg):
    """V0, B0, B', B0*B'' from the definitions at P = 0."""
    V = volume_at(E, 0, Vg)
    B = bulk(E, V)
    dp = B*mpf(10)**-6
    Bu, Bd = bulk(E, volume_at(E, dp, V)), bulk(E, volume_at(E, -dp, V))
    return V, B, (Bu - Bd)/(2*dp), B*(Bu - 2*B + Bd)/dp**2

def murnaghan(V0, B0, Bp):
    return lambda V: B0*V/Bp*((V0/V)**Bp/(Bp - 1) + 1) - B0*V0/(Bp - 1)

def birch(V0, B0, Bp):
    def E(V):
        y = (V0/V)**(2*third)
        return 9*V0*B0/16*((y - 1)**3*Bp + (y - 1)**2*(6 - 4*y))
    return E

def vinet(V0, B0, Bp):
    xi = 3*(Bp - 1)/2
    def E(V):
        u = 1 - (V/V0)**third
        return 9*B0*V0/xi**2*(1 + (xi*u - 1)*mp.exp(xi*u))
    return E

def rel(E, V0, x):
    return bulk(E, V0*(1 + x)**3)/bulk(E, V0) - 1

def biased(E, V0, x, n):
    """Add dE ~ V^n that moves the minimum to x; return dB/B0 at the new minimum."""
    V1 = V0*(1 + x)**3
    P1 = pressure(E, V1)
    Eapp = lambda V: E(V) + P1*V1/n*(V/V1)**n
    Vmin = volume_at(Eapp, 0, V0)
    assert abs(Vmin/V1 - 1) < 1e-15
    Bapp = bulk(Eapp, Vmin)
    assert abs(Bapp/(bulk(E, V1) + (n - 1)*P1) - 1) < 1e-14
    return Bapp/bulk(E, V0) - 1

def check_bias_slope(E, V0, Bp, n):
    d = mpf(10)**-5
    slope = (biased(E, V0, d, n) - biased(E, V0, -d, n))/(2*d)
    assert abs(slope + 3*(Bp + n - 1)) < 1e-5

f = float
# symbolic: d lnB / d lnV + dB/dP = 0 for any E(V)
Vs = sp.symbols('V', positive=True)
Es = sp.Function('E')(Vs)
Ps = -Es.diff(Vs)
Bs = -Vs*Ps.diff(Vs)
assert sp.simplify(Vs*Bs.diff(Vs)/Bs + Bs.diff(Vs)/Ps.diff(Vs)) == 0

a0, B0, Bp, x = mpf('6.05e-10'), mpf('2.0e9'), mpf(4), mpf('-0.01')
V0 = a0**3/2
s = 3*mp.log(1 + x)
print(f"input a0 = {f(a0):.4e} m, V0 = a0^3/2 = {f(V0):.5e} m^3")
print(f"input B0 = {f(B0):.3e} Pa, B' = {f(Bp):.1f}, x = {f(x):.3f}")
print(f"a1 = {f(a0*(1+x)):.5e} m, V1/V0 = {f((1+x)**3):.6f}, s = {f(s):.6f}")
print(f"linear: dB/B0 = {f(-300*Bp*x):.2f} %, B = {f(B0*(1-3*Bp*x)):.4e} Pa")
print(f"linear: P = -3 B0 x = {f(-3*B0*x):.4e} Pa")

for name, make in (("Murnaghan", murnaghan), ("Birch-M3", birch), ("Vinet", vinet)):
    E = make(V0, B0, Bp)
    Vn, Bn, Bpn, BBpp = moduli(E, V0)
    assert abs(Vn/V0 - 1) < 1e-15 and abs(Bn/B0 - 1) < 1e-15 and abs(Bpn - Bp) < 1e-8
    d = mpf(10)**-5
    c2 = mpf(9)/2*(Bpn**2 + BBpp) + mpf(3)/2*Bpn
    up, dn = rel(E, V0, d), rel(E, V0, -d)
    assert abs((up - dn)/(2*d) + 3*Bpn) < 1e-5          # first-order slope
    assert abs((up + dn)/(2*d**2) - c2) < 1e-4          # second-order coefficient
    assert abs(pressure(E, V0*(1 + d)**3)/(-3*B0*d) - 1) < 1e-3
    t = mpf('-1e-3')
    r1 = lambda z: rel(E, V0, z) + 3*Bpn*z
    assert abs(r1(t)/r1(t/2) - 4) < 0.1                 # remainder is O(x^2)
    r2 = lambda z: (mp.log(1 + rel(E, V0, z)) + 3*Bpn*mp.log(1 + z)
                    - BBpp/2*(3*mp.log(1 + z))**2)
    if name == "Murnaghan":
        assert abs(BBpp) < 1e-6
        BBpp = mpf(0)
        assert abs(rel(E, V0, x) - ((1 + x)**(-3*Bp) - 1)) < 1e-14
    else:
        assert abs(r2(t)/r2(t/2) - 8) < 0.3             # remainder is O(s^3)
    V1 = V0*(1 + x)**3
    print(f"{name}: B0B'' = {f(BBpp):.4f}, c2 = {f(c2):.3f}")
    print(f"  x=-0.01: P = {f(pressure(E, V1)):.4e} Pa, B = {f(bulk(E, V1)):.4e} Pa")
    print(f"  x=-0.01: exact {f(100*rel(E, V0, x)):.3f} %, 2nd order {f(100*(-3*Bp*x + c2*x*x)):.3f} %")
    print(f"  x=+0.01: exact {f(100*rel(E, V0, -x)):.3f} %, 2nd order {f(100*(3*Bp*x + c2*x*x)):.3f} %")

thr = mp.log(mpf('1.1'))/(-s)
assert abs(rel(murnaghan(V0, B0, thr), V0, x) - mpf('0.1')) < 1e-14
print(f"B' for 10 % at x=-0.01: linear {10/3:.4f}, Murnaghan {f(thr):.4f}")
for b in (3, 4, 5, 6):
    print(f"Vinet B'={b}, x=-0.01: linear {3*b:.1f} %, exact {f(100*rel(vinet(V0, B0, mpf(b)), V0, x)):.2f} %")
Ev = vinet(V0, B0, Bp)
for z in ('-0.02', '-0.03', '-0.05'):
    print(f"Vinet B'=4, x={z}: linear {f(-300*Bp*mpf(z)):.1f} %, exact {f(100*rel(Ev, V0, mpf(z))):.2f} %")

shapes = (mpf(2), mpf(1), -third, mpf(-1))
for n in shapes:
    check_bias_slope(Ev, V0, Bp, n)
    print(f"Vinet+bias m={f(n-1):+.4f}: linear {f(-300*(Bp+n-1)*x):.2f} %, exact {f(100*biased(Ev, V0, x, n)):.2f} %")

for n, k in ((mpf(1), third), (mpf(4), mpf(2))):
    mie = lambda V: V0*B0/(n - k)*((V0/V)**n/n - (V0/V)**k/k)
    Bpm = moduli(mie, V0)[2]
    assert abs(Bpm - (n + k + 2)) < 1e-7
    print(f"two powers n={f(n):.3f}, k={f(k):.3f}: B' = {f(Bpm):.4f}, 3B' = {f(3*Bpm):.2f}")

# model metal E(r) = A/r^2 - C/r + D/r^3
hbar, me = mpf(sc.hbar), mpf(sc.m_e)
ke2 = mpf(sc.e)**2/(4*mp.pi*mpf(sc.epsilon_0))
alpha = (9*mp.pi/4)**third
radius = lambda V: (3*V/(4*mp.pi))**third
r0 = radius(V0)
A = 3*hbar**2*alpha**2/(10*me)
Cx, Cw = ke2*3*alpha/(4*mp.pi), ke2*mpf(9)/10
C = Cx + Cw
D = (C*r0**2 - 2*A*r0)/3
kF = (3*np.pi**2/f(V0))**(1/3)                  # state counting, one electron per V0
kin = sc.hbar**2*kF**2/(2*sc.m_e)*quad(lambda q: q**4, 0, 1)[0]/quad(lambda q: q**2, 0, 1)[0]
assert abs(kin/f(A/r0**2) - 1) < 1e-12
bohr = sc.physical_constants['Bohr radius'][0]
hartree = sc.physical_constants['Hartree energy'][0]
ex = libxc.eval_xc('lda,', np.array([bohr**3/f(V0)]), spin=0, deriv=1)[0][0]*hartree
assert abs(ex/f(-Cx/r0) - 1) < 1e-7             # CODATA rounding
ws = -quad(lambda u: 3*u, 0, 1)[0] + quad(lambda u: u**3*3*u**2/u, 1e-12, 1)[0]
assert abs(ws + f(Cw/ke2)) < 1e-10              # ion-electron plus electron self energy
Em = lambda V: A/radius(V)**2 - C/radius(V) + D/radius(V)**3
Vm, Bm, Bpm, BBm = moduli(Em, V0)
terms = ((2*third, A/r0**2), (third, -C/r0), (mpf(1), D/r0**3))
S1 = sum(n*(n + 1)*e for n, e in terms)
S2 = sum(n*(n + 1)**2*e for n, e in terms)
assert abs(Vm/V0 - 1) < 1e-15 and abs(Bm/(S1/V0) - 1) < 1e-14 and abs(Bpm - S2/S1) < 1e-8
print(f"hbar = {sc.hbar:.6e} J s, m_e = {sc.m_e:.6e} kg")
print(f"e^2/(4 pi eps0) = {f(ke2):.6e} J m, alpha = {f(alpha):.6f}")
print(f"model r0 = {f(r0):.5e} m, kF = {kF:.5e} 1/m")
print(f"model A = {f(A):.5e} J m^2")
print(f"model Cx = {f(Cx):.5e} J m, Cws = {f(Cw):.5e} J m, C = {f(C):.5e} J m")
print(f"model D = {f(D):.5e} J m^3, r_c = {f(mp.sqrt(2*D/(3*ke2))):.4e} m")
print("model e_i (n=2/3,1/3,1) = " + ", ".join(f"{f(e):.5e}" for n, e in terms) + " J")
print(f"model S1 = {f(S1):.5e} J, S2 = {f(S2):.5e} J")
print(f"model B0 = {f(Bm):.4e} Pa, B' = {f(Bpm):.4f}, B0B'' = {f(BBm):.4f}")
V1 = V0*(1 + x)**3
P1 = pressure(Em, V1)
print(f"model x=-0.01: P = {f(P1):.4e} Pa, B(V1) = {f(bulk(Em, V1)):.4e} Pa")
for n in shapes[1:]:
    check_bias_slope(Em, V0, Bpm, n)
    print(f"model+bias m={f(n-1):+.4f}: linear {f(-300*(Bpm+n-1)*x):.2f} %, exact {f(100*biased(Em, V0, x, n)):.2f} %")
dC = 3*P1*V1*radius(V1)                          # extra 1/r attraction giving x = -0.01
assert abs(volume_at(lambda V: Em(V) - dC/radius(V), 0, V0)/V1 - 1) < 1e-15
print(f"model: increase of C giving x=-0.01: dC/C = {f(100*dC/C):.3f} %")
print("ALL CHECKS PASSED")
```

Output:

```
input a0 = 6.0500e-10 m, V0 = a0^3/2 = 1.10723e-28 m^3
input B0 = 2.000e+09 Pa, B' = 4.0, x = -0.010
a1 = 5.98950e-10 m, V1/V0 = 0.970299, s = -0.030151
linear: dB/B0 = 12.00 %, B = 2.2400e+09 Pa
linear: P = -3 B0 x = 6.0000e+07 Pa
Murnaghan: B0B'' = 0.0000, c2 = 78.000
  x=-0.01: P = 6.4089e+07 Pa, B = 2.2564e+09 Pa
  x=-0.01: exact 12.818 %, 2nd order 12.780 %
  x=+0.01: exact -11.255 %, 2nd order -11.220 %
Birch-M3: B0B'' = -3.8889, c2 = 60.500
  x=-0.01: P = 6.4051e+07 Pa, B = 2.2525e+09 Pa
  x=-0.01: exact 12.626 %, 2nd order 12.605 %
  x=+0.01: exact -11.415 %, 2nd order -11.395 %
Vinet: B0B'' = -5.4722, c2 = 53.375
  x=-0.01: P = 6.4036e+07 Pa, B = 2.2510e+09 Pa
  x=-0.01: exact 12.549 %, 2nd order 12.534 %
  x=+0.01: exact -11.480 %, 2nd order -11.466 %
B' for 10 % at x=-0.01: linear 3.3333, Murnaghan 3.1611
Vinet B'=3, x=-0.01: linear 9.0 %, exact 9.31 %
Vinet B'=4, x=-0.01: linear 12.0 %, exact 12.55 %
Vinet B'=5, x=-0.01: linear 15.0 %, exact 15.86 %
Vinet B'=6, x=-0.01: linear 18.0 %, exact 19.24 %
Vinet B'=4, x=-0.02: linear 24.0 %, exact 26.26 %
Vinet B'=4, x=-0.03: linear 36.0 %, exact 41.22 %
Vinet B'=4, x=-0.05: linear 60.0 %, exact 75.36 %
Vinet+bias m=+1.0000: linear 15.00 %, exact 15.75 %
Vinet+bias m=+0.0000: linear 12.00 %, exact 12.55 %
Vinet+bias m=-1.3333: linear 8.00 %, exact 8.28 %
Vinet+bias m=-2.0000: linear 6.00 %, exact 6.14 %
two powers n=1.000, k=0.333: B' = 3.3333, 3B' = 10.00
two powers n=4.000, k=2.000: B' = 8.0000, 3B' = 24.00
hbar = 1.054572e-34 J s, m_e = 9.109384e-31 kg
e^2/(4 pi eps0) = 2.307078e-28 J m, alpha = 1.919158
model r0 = 2.97885e-10 m, kF = 6.44261e+09 1/m
model A = 1.34898e-38 J m^2
model Cx = 1.05702e-28 J m, Cws = 2.07637e-28 J m, C = 3.13339e-28 J m
model D = 6.58918e-48 J m^3, r_c = 1.3799e-10 m
model e_i (n=2/3,1/3,1) = 1.52022e-19, -1.05188e-18, 2.49278e-19 J
model S1 = 1.99968e-19 J, S2 = 6.55299e-19 J
model B0 = 1.8060e+09 Pa, B' = 3.2770, B0B'' = -2.5760
model x=-0.01: P = 5.7212e+07 Pa, B(V1) = 1.9913e+09 Pa
model+bias m=+0.0000: linear 9.83 %, exact 10.26 %
model+bias m=-1.3333: linear 5.83 %, exact 6.04 %
model+bias m=-2.0000: linear 3.83 %, exact 3.92 %
model: increase of C giving x=-0.01: dC/C = 1.735 %
ALL CHECKS PASSED
```
